# Oxygen Chemical Potential and Gas Pressure at 1000 K: a program that tests the result

```python
# Result under test: at fixed temperature T, the oxygen-atom chemical
# potential mu_O in equilibrium with ideal O2 gas changes by
#     (k T / 2) ln(p2 / p1)
# when the O2 partial pressure goes from p1 to p2.
# For T = 1000 K and p2/p1 = 1e-10 this is about -1.0 eV per atom.
# k: Boltzmann constant; B: second virial coefficient of the gas;
# g: formation free energy of a neutral oxygen vacancy.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import comb, gammaln

k = const.k
eV = const.e
bar = const.bar
T = 1000.0
p1 = 1.0 * bar
p2 = 1.0e-10 * bar
kT = k * T
kT_eV = kT / eV


def atom_shift(temperature, p_start, p_end):
    """Derived formula, in eV per oxygen atom."""
    return 0.5 * k * temperature / eV * math.log(p_end / p_start)


shift = atom_shift(T, p1, p2)

# Test 1: molecular chemical potential and pressure, both obtained by
# differencing the free energy of N indistinguishable O2 molecules.
mass = 32.0 * const.atomic_mass
wavelength = const.h / math.sqrt(2.0 * math.pi * mass * kT)
# Model internal states: rotor with odd J only, oscillator, spin triplet.
J = np.arange(1, 400, 2)
q_rot = np.sum((2 * J + 1) * np.exp(-J * (J + 1) * 2.0 / T))
q_vib = 1.0 / (1.0 - math.exp(-2000.0 / T))
q_internal = 3.0 * q_rot * q_vib


def free_energy(N, V):
    """Helmholtz free energy in units of kT."""
    return -(N * math.log(q_internal * V / wavelength**3) - gammaln(N + 1))


def gas_state(N, V):
    dV = 1.0e-4 * V
    slope = (free_energy(N, V + dV) - free_energy(N, V - dV)) / (2 * dV)
    mu = free_energy(N + 1, V) - free_energy(N, V)
    return -kT * slope, kT_eV * mu


N_mol = 1.0e6
V_start = 4.0e-20
p_a, mu_a = gas_state(N_mol, V_start)
p_b, mu_b = gas_state(N_mol, V_start * 1.0e10)
shift_stat = 0.5 * (mu_b - mu_a)
assert abs(shift_stat - atom_shift(T, p_a, p_b)) < 1e-6
assert abs(shift_stat - shift) < 1e-6

# Test 2: factor one half. A reacting mixture of O and O2 holds a fixed
# total number of atoms; its free energy is minimized over the number of
# molecules. Energies in kT; a_mol sets the model binding strength.
a_mol = 20.0


def mixture(n_mol, n_total):
    n_atom = n_total - 2.0 * n_mol
    return (n_mol * (math.log(n_mol / a_mol) - 1.0)
            + n_atom * (math.log(n_atom) - 1.0))


def equilibrium(n_total):
    return minimize_scalar(mixture, args=(n_total,), method="bounded",
                           bounds=(1e-9, 0.5 * n_total - 1e-9),
                           options={"xatol": 1e-11})


step = 1.0e-3
cost_of_atom = (equilibrium(1 + step).fun
                - equilibrium(1 - step).fun) / (2 * step)
mu_molecule = math.log(equilibrium(1.0).x / a_mol)
assert abs(cost_of_atom - 0.5 * mu_molecule) < 1e-5

# Test 3: nonideal gas, p = kT (1/v + B/v^2). Integrate v dp over ln p.
B = 0.1e-27


def compressibility(log_p):
    x = math.exp(log_p) * B / kT
    return 0.5 * (1.0 + math.sqrt(1.0 + 4.0 * x))


integral = quad(compressibility, math.log(p1), math.log(p2),
                epsabs=1e-11, epsrel=1e-12, limit=300)[0]
shift_real = 0.5 * kT_eV * integral
extra_size = abs(shift_real) - abs(shift)
extra_formula = 0.5 * B * p1 / eV
assert abs(extra_size / extra_formula - 1.0) < 1e-3
assert extra_size < 1e-3 * abs(shift)

# Test 4: neutral vacancies on a finite set of independent sites, by an
# explicit grand-canonical sum over the number of vacancies.
sites = 200
numbers = np.arange(sites + 1)


def vacancy_fraction(g):
    weights = comb(sites, numbers) * np.exp(-numbers * g / kT_eV)
    return np.sum(numbers * weights) / np.sum(weights) / sites


g1 = 2.0
g2 = g1 + shift
x1 = vacancy_fraction(g1)
x2 = vacancy_fraction(g2)
assert abs(x1 / math.exp(-g1 / kT_eV) - 1.0) < 1e-4
assert abs(x2 / math.exp(-g2 / kT_eV) - 1.0) < 1e-4
assert abs((x2 / x1) / math.sqrt(p1 / p2) - 1.0) < 1e-4

# The claim itself: a lowering that rounds to 1.0 eV.
assert shift_stat < 0 and round(-shift_stat, 1) == 1.0

print(f"temperature: {T:.0f} K")
print(f"initial O2 pressure: {p1 / bar:.0f} bar")
print(f"final O2 pressure: {p2 / bar:.0e} bar")
print(f"Boltzmann constant: {k / eV:.6e} eV/K")
print(f"kT: {kT_eV:.6f} eV")
print(f"ln(p2/p1): {math.log(p2 / p1):.4f} (no unit)")
print(f"shift per O2 molecule: {2 * shift:.4f} eV")
print(f"shift per O atom, formula: {shift:.4f} eV")
print(f"shift per O atom, from free energy: {shift_stat:.4f} eV")
print(f"shift per O atom: {shift * eV * const.N_A / 1000:.1f} kJ/mol")
print(f"shift per O atom per decade: {shift / 10:.5f} eV")
print(f"same pressure change at 300 K: {atom_shift(300., p1, p2):.4f} eV")
print(f"mixture test, cost of one atom: {cost_of_atom:.5f} kT")
print(f"mixture test, mu of molecule: {mu_molecule:.5f} kT")
print(f"model virial coefficient B: {B * 1e27:.1f} nm^3")
print(f"nonideal change in size of shift: {extra_size:.2e} eV per atom")
print(f"vacancy formation free energy at p1: {g1:.3f} eV")
print(f"vacancy formation free energy at p2: {g2:.3f} eV")
print(f"vacancy site fraction at p1: {x1:.3e} (no unit)")
print(f"vacancy site fraction at p2: {x2:.3e} (no unit)")
print(f"ratio of vacancy fractions: {x2 / x1:.4e} (no unit)")
print("verified")
```

Printed output:

```
temperature: 1000 K
initial O2 pressure: 1 bar
final O2 pressure: 1e-10 bar
Boltzmann constant: 8.617333e-05 eV/K
kT: 0.086173 eV
ln(p2/p1): -23.0259 (no unit)
shift per O2 molecule: -1.9842 eV
shift per O atom, formula: -0.9921 eV
shift per O atom, from free energy: -0.9921 eV
shift per O atom: -95.7 kJ/mol
shift per O atom per decade: -0.09921 eV
same pressure change at 300 K: -0.2976 eV
mixture test, cost of one atom: -1.92341 kT
mixture test, mu of molecule: -3.84683 kT
model virial coefficient B: 0.1 nm^3
nonideal change in size of shift: 3.12e-05 eV per atom
vacancy formation free energy at p1: 2.000 eV
vacancy formation free energy at p2: 1.008 eV
vacancy site fraction at p1: 8.326e-11 (no unit)
vacancy site fraction at p2: 8.326e-06 (no unit)
ratio of vacancy fractions: 9.9999e+04 (no unit)
verified
```
